# Pairwise exchange of atoms on a tiny grain: mean occupation

## Problem

Diatomic gas molecules strike a small grain, dissociate there, and later leave again as molecules. The grain therefore gains and loses atoms two at a time. Let $n$ be the number of atoms on it, and assume the following.

- Pairs arrive at a constant rate $a$, so $n\to n+2$ with rate $a$.
- Each unordered pair of atoms on the grain recombines and leaves at rate $k$. There are $n(n-1)/2$ such pairs, so $n\to n-2$ has rate $b\,n(n-1)$ with $b=k/2$.
- No atom arrives or leaves alone.
- The atoms move fast enough to be well mixed, and they are far fewer than the adsorption sites.

Define $\lambda=\sqrt{a/b}$, a pure number. The grain starts empty. What is the mean number of atoms in the stationary state?

Evaluate the answer for oxygen on a hemispherical platinum grain of diameter 3.0 nm on an inert support. The grain is at 900 K; the O$_2$ gas is at 300 K and $1.0\times10^{-7}$ Torr. Take a dissociative sticking probability of 0.05, 15 sites per nm$^2$, $z=6$ neighbours per site, a desorption energy of 2.0 eV and a prefactor of $10^{13}$ s$^{-1}$. These are rough typical values.

## A tempting solution

Let $N$ be the mean number of atoms. Each arrival adds two atoms, which gives a gain $2a$. A grain with $N$ atoms loses pairs at rate about $bN^2$, and each loss removes two atoms. Hence

$$\frac{dN}{dt}=2a-2bN^2=2b(\lambda^2-N^2).$$

Separating the variables with $N(0)=0$,

$$\int_0^N\frac{dN'}{\lambda^2-N'^2}=\frac1\lambda\,\mathrm{artanh}\frac N\lambda=2bt
\quad\Rightarrow\quad N(t)=\lambda\tanh(2b\lambda t).$$

At long times $N\to\lambda$, so the stationary mean would be $\lambda$.

One may object that a single atom has no partner and replace $N^2$ by $N(N-1)$. The stationary condition is then $N^2-N-\lambda^2=0$, with the positive root $N=\tfrac12\left(1+\sqrt{1+4\lambda^2}\right)$. As arrivals become rare, $\lambda\to0$, this root tends to 1: a grain that started empty and is hardly ever visited would hold one atom. The repair is worse than the original, so the trouble lies elsewhere.

## Where the fault lies

Let $p(n,t)$ be the probability of finding $n$ atoms. Counting the events that lead into and out of state $n$ gives the master equation

$$\frac{dp(n)}{dt}=a\,[p(n-2)-p(n)]+b\,[(n+2)(n+1)p(n+2)-n(n-1)p(n)],$$

with $p(n)=0$ for negative $n$. Multiply by $n$ and sum. In the arrival term, shifting the index gives

$$a\sum_n n\,[p(n-2)-p(n)]=a\sum_n[(n+2)-n]\,p(n)=2a.$$

In the loss term, setting $m=n+2$ in the first part gives

$$b\sum_m (m-2)\,m(m-1)p(m)-b\sum_n n\cdot n(n-1)p(n)=-2b\,\langle n(n-1)\rangle.$$

The mean therefore obeys

$$\frac{d\langle n\rangle}{dt}=2a-2b\,\langle n(n-1)\rangle ,$$

without approximation within the model. In the stationary state it states that

$$\langle n(n-1)\rangle=\lambda^2 .$$

This fixes the mean number of ordered pairs, not the mean number of atoms. The tempting solution goes from one to the other by replacing $\langle n(n-1)\rangle$ with $\langle n\rangle^2$. The difference is

$$\langle n(n-1)\rangle-\langle n\rangle^2=\left(\langle n^2\rangle-\langle n\rangle^2\right)-\langle n\rangle ,$$

the variance minus the mean. It vanishes for a Poisson distribution. The present distribution cannot be Poisson: every event changes $n$ by two, so a grain that starts empty never holds an odd number of atoms.

## The right solution

**The distribution.** Let $J_n$ be the net probability current from $n$ to $n+2$,

$$J_n=a\,p(n)-b\,(n+2)(n+1)\,p(n+2).$$

The master equation then reads $dp(n)/dt=J_{n-2}-J_n$. In the stationary state $J_n=J_{n-2}$ for every $n$. No current enters from below $n=0$, so $J_{-2}=0$ and all currents along the even numbers vanish. Dividing $J_n=0$ by $b$,

$$(n+2)(n+1)\,p(n+2)=\lambda^2\,p(n).$$

Starting from $p(0)$ and applying this relation $j$ times,

$$p(2j)=\frac{\lambda^2}{2j(2j-1)}\,p(2j-2)=\dots=\frac{\lambda^{2j}}{(2j)!}\,p(0).$$

The probabilities must add up to one. Since $\sum_j\lambda^{2j}/(2j)!=\cosh\lambda$,

$$p(2j)=\frac{\lambda^{2j}}{(2j)!\,\cosh\lambda}.$$

This is the state that the empty grain approaches. All even states can be reached from one another, the distribution can be normalized, and $n$ cannot run away in a finite time because arrivals have a constant rate. These properties make the stationary state of the even sector unique and attracting.

**The mean.** The term $j=0$ does not contribute, and $2j/(2j)!=1/(2j-1)!$, so

$$\langle n\rangle=\frac1{\cosh\lambda}\sum_{j\ge1}\frac{2j\,\lambda^{2j}}{(2j)!}
=\frac{\lambda}{\cosh\lambda}\sum_{j\ge1}\frac{\lambda^{2j-1}}{(2j-1)!}
=\frac{\lambda\sinh\lambda}{\cosh\lambda},$$

$$\boxed{\langle n\rangle=\lambda\tanh\lambda}$$

The term dropped by the rate equation can now be written down:

$$\langle n(n-1)\rangle-\langle n\rangle^2=\lambda^2(1-\tanh^2\lambda)=\frac{\lambda^2}{\cosh^2\lambda}.$$

**Few atoms.** For $\lambda\ll1$, $\tanh\lambda\approx\lambda$ and $\langle n\rangle\approx\lambda^2=a/b$. This can be read directly. Pairs arrive at rate $a$, each stays for a mean time $1/(2b)$, because two atoms leave at rate $b\cdot2\cdot1$, and each contributes two atoms: $a\cdot\frac1{2b}\cdot2=a/b$. The rate equation gives $\lambda$ instead, too large by a factor $1/\lambda$.

**Many atoms.** For $\lambda\gg1$,

$$\tanh\lambda=\frac{1-e^{-2\lambda}}{1+e^{-2\lambda}}\approx1-2e^{-2\lambda},$$

so the true mean falls below $\lambda$ by the relative amount $2e^{-2\lambda}$. The rate equation is the large-number limit, and its stationary error vanishes exponentially.

**An odd start.** If the grain initially holds one atom, the same recursion runs over odd numbers and gives $p(2j+1)=\lambda^{2j+1}/[(2j+1)!\,\sinh\lambda]$. The mean is

$$\langle n\rangle_{\rm odd}=\frac{1}{\sinh\lambda}\sum_{j\ge0}\frac{\lambda^{2j+1}}{(2j)!}=\lambda\coth\lambda .$$

It tends to 1 for $\lambda\to0$, since the last atom has no partner with which to leave. The value $\lambda$ lies between the even and odd results.

## Why parity is responsible

Let single atoms also arrive at rate $g\lambda$ and leave at rate $gn$, with $g>0$. The Poisson distribution $p(n)=e^{-\lambda}\lambda^n/n!$ satisfies

$$g\lambda\,p(n)=g(n+1)\,p(n+1),\qquad a\,p(n)=b(n+2)(n+1)\,p(n+2),$$

so both kinds of exchange balance separately. All values of $n$ are now connected and this stationary state is unique. Its mean is $\lambda$, however small $g$ is. The pair events are unchanged; what has gone is the conservation of parity.

The order of limits therefore matters. With $g=0$ the long-time mean is $\lambda\tanh\lambda$. With a tiny $g$ the grain first settles near that value and drifts to $\lambda$ much later. Other single-atom processes lead to other final values, as residual gas will show below.

## The platinum grain

**Rates.** The hemisphere has area $\pi d^2/2=14.14$ nm$^2$ and $15\times14.14\approx212$ sites. The O$_2$ flux $p/\sqrt{2\pi m k_BT_{\rm gas}}$ is 0.3585 nm$^{-2}$ s$^{-1}$. The support shades the hemisphere from a quarter of the direct flux, but an inert support returns the molecules that strike it. We therefore count the full area, with the same sticking probability for all molecules:

$$a=0.05\times0.3585\times14.14=0.253\ \text{s}^{-1}.$$

Two adjacent atoms desorb at the Arrhenius rate $w=10^{13}\,e^{-2.0\,\text{eV}/k_BT}$ s$^{-1}$ $=63.2$ s$^{-1}$. For well-mixed atoms that do not interact on $N_s$ equal sites, the partner of a given atom sits on one of its $z$ neighbouring sites with probability $z/(N_s-1)$; the smaller number of neighbours at the rim is ignored (about 34 rim sites lack some two neighbours each, roughly 6% of all adjacencies), which makes the mean found below too low by roughly 6%. Hence

$$k=\frac{wz}{N_s-1}=\frac{63.17\times6}{211}=1.796\ \text{s}^{-1},\qquad b=0.898\ \text{s}^{-1}.$$

**Result.** These rates give $\lambda=\sqrt{0.2534/0.8981}=0.531$ and

$$\langle n\rangle=0.5312\times0.4863=0.258 .$$

Evolving the master equation numerically from the empty grain gives the same mean. The rate equation predicts 0.531, too large by a factor of 2.06. The grain is empty with probability 0.874, holds two atoms with probability 0.123 and four with probability 0.003.

Relaxation takes 0.50 s. Keeping $n=0$ and $n=2$ alone gives $1/(a+2b)=0.49$ s, so this time is essentially that of one pair coming or going.

**Size and temperature.** At fixed pressure and temperatures, $a$ grows with the area and $b$ falls as $1/(N_s-1)$, so $\lambda$ is nearly proportional to the area. A diameter of 6 nm gives $\lambda=2.13$ and a true mean of 2.07, and the rate equation is then only 3% too high. At 2 nm, $\lambda=0.235$ and the mean is 0.054, a factor of 4.3 below the rate equation. For the 3 nm grain at the same gas conditions, $\lambda\propto e^{E/2k_BT}$, where $E$ is the desorption energy: the mean is 0.92 at 850 K and 0.071 at 950 K. The same exponential makes the result sensitive to the rough value of $E$: at 900 K, $E=1.9$, 2.1 and 2.2 eV give means of 0.076, 0.78 and 1.85, and the rate equation is then too high by factors of 3.7, 1.30 and 1.04. The digits quoted above belong to the chosen inputs, not to platinum.

## What a real grain changes

**Small corrections.** Blocking of occupied sites changes the mean from 0.2583 to 0.2581. With a rough hop barrier of 0.5 eV, the estimated mixing time is $1.3\times10^{-8}$ s, far below the 0.016 s that an adjacent pair needs to desorb. Removing two atoms separately costs the desorption energy plus the O$_2$ bond energy, roughly 5.1 eV. If dissociative adsorption has no barrier, so that the desorption energy equals the binding energy of the pair relative to the gas molecule, this is $(2.0+5.1)/2=3.55$ eV per atom, and the rate is about $10^{-7}$ s$^{-1}$ per atom.

**Residual gas.** Carbon monoxide can carry off one oxygen atom as CO$_2$ and so break parity. At $1.0\times10^{-10}$ Torr it strikes the grain at rate $c=5.4\times10^{-3}$ s$^{-1}$. Suppose every impact removes an atom if one is present, which is an upper bound on this loss. Because $c\ll b$, each parity sector stays close to its own stationary state between removals. With $p_0=1/\cosh\lambda$, the even sector turns odd at rate $c(1-p_0)$, since an empty grain has nothing to lose, and the odd sector turns even at rate $c$. The sectors mix in a time

$$\frac1{c(1-p_0)+c}=\frac{1}{c(2-p_0)}=164\ \text{s}.$$

Balancing the flips gives the odd sector the weight $(1-p_0)/(2-p_0)$ and the even sector $1/(2-p_0)$, so the late mean is

$$\frac{\lambda\tanh\lambda+(1-p_0)\lambda\coth\lambda}{2-p_0}
=\frac{0.2583+0.1262\times1.0923}{1.1262}=0.352 .$$

The full master equation with this $c$ gives 0.351; the formula is the leading order in $c/b$. On this small grain, a trace of an impurity that removes oxygen thus raises the mean oxygen content, from 0.258 to 0.351. At a high enough impurity pressure, or on a grain so large that the parity deficit is negligible, it would lower the mean. The value 0.351 belongs to the assumed removal law and is not a bound on the mean: weak removal at a rate proportional to $n$ would give 0.42. The mean rises here because a removal takes one atom of a pair and strands the other. A new pair does not help: the stranded atom may leave with one of the newcomers, but the number stays odd and one atom is left behind. The grain cannot become empty until another impact removes a single atom. After 5 s the mean is 0.260, so $\lambda\tanh\lambda$ describes a plateau between about two seconds and a few tens of seconds. Other reducing gases would shorten it.

**Comparison with real platinum.** Dissociative adsorption and recombinative desorption of oxygen do occur on platinum, but the pressures here are those of vacuum experiments, far below those of a working catalyst. One assumption that a real grain can break is that the adsorbed atoms do not interact. If neighbours repel by 0.1 eV and an adjacent pair still leaves at rate $w$, adjacent pairs become rarer by a factor of about $e^{-0.1\,\text{eV}/k_BT}\approx0.28$, and the mean rises from 0.26 to about 0.75. If instead the transition state for desorption keeps its energy, the repelled pair leaves faster by the inverse factor, the two effects cancel, and the mean stays near 0.25; the effect of repulsion depends on which case holds. Another assumption is that all sites are equal; the following estimate again leaves out the repulsion. Let a fraction $f$ of edge sites bind an atom more strongly by $\Delta$, and give each site the Boltzmann weight $g_i$, equal to $e^{\Delta/k_BT}$ at edges and 1 elsewhere. The weights sum to $N_sq$ with

$$q=1+f\left(e^{\Delta/k_BT}-1\right).$$

For few atoms, two of them occupy the adjacent sites $i,j$ with probability close to $2g_ig_j/(N_sq)^2$. If the transition state for desorption keeps its energy, that pair leaves at rate $w/(g_ig_j)$. The weights cancel in the product, $b$ is divided by $q^2$, and $\lambda$ is multiplied by $q$.

With $f=0.2$ and $\Delta=0.1$ eV, $q=1.53$ and the mean doubles to 0.54. With $\Delta=0.3$ eV, $q=10.4$ and both $\lambda$ and the mean become about 5.5, some twenty times the original mean, and the parity deficit is negligible. This last value is somewhat too high, because about five atoms then crowd onto some 42 edge sites; allowing at most one atom per site lowers the mean to about 4.9.

The relation between $\langle n\rangle$ and $\lambda$ survives in the dilute limit; the value of $\lambda$ computed from uniform sites does not. Since $\lambda^2\propto p$, lowering the O$_2$ pressure by $q^2\approx108$ would restore $\lambda=0.53$ at the same temperatures. The pair lifetime $1/(2b)$ would still be longer by the same factor, about 60 s instead of 0.56 s. That is no longer short compared with the 164 s of parity mixing, so a clear plateau would also require a lower CO pressure. The numerical output below lists the main values used here.

## Computed results

```
grain diameter                         3.0 nm
grain temperature                      900 K
gas temperature                        300 K
O2 pressure                            1.0e-07 Torr
dissociative sticking probability      0.05
site density                           15 nm^-2
neighbours per site                    6
desorption energy                      2.0 eV
Arrhenius prefactor                    1e+13 s^-1
hemisphere area                        14.14 nm^2
number of sites                        212
O2 impingement flux                    0.3585 nm^-2 s^-1
pair arrival rate a                    0.2534 s^-1
adjacent-pair desorption rate w        63.17 s^-1
loss rate per unordered pair k         1.7962 s^-1
coefficient b                          0.8981 s^-1
lambda                                 0.5312
tanh(lambda)                           0.4863
mean from formula                      0.2583 atoms
mean from master equation              0.2583 atoms
mean from rate equation                0.5312 atoms
rate-equation mean / true mean         2.056
mean after an odd start                1.0923 atoms
probabilities of n = 0, 2, 4           0.8738, 0.1233, 0.00290
relaxation time, even sector           0.500 s
diameter 2 nm: lambda, true mean       0.2351, 0.0543
diameter 6 nm: lambda, true mean       2.1286, 2.0691
grain at 850 K: lambda, true mean      1.1341, 0.9214
grain at 950 K: lambda, true mean      0.2695, 0.0709
mean with site blocking                0.2581 atoms
hop barrier                            0.5 eV
mixing time by hops                    1.3e-08 s
O2 bond energy, rough                  5.1 eV
single-atom desorption energy          3.55 eV
single-atom desorption rate            1.3e-07 s^-1
residual CO pressure                   1.0e-10 Torr
CO impact rate c on the grain          5.42e-03 s^-1
parity-mixing time                     164 s
observation time                       5 s
mean then, without CO                  0.2583 atoms
mean then, with CO                     0.2602 atoms
late mean with CO, master equation     0.3510 atoms
late mean with CO, weak-removal law    0.3518 atoms
fraction of edge sites                 0.2
edge deeper by 0.1 eV: q, lambda, mean  1.53, 0.811, 0.543
edge deeper by 0.3 eV: q, lambda, mean  10.37, 5.509, 5.509
```
